# Sublinear Photocurrent from an Exponential Band Tail: Rose's Law and Its Limits

## What goes wrong without the law

Suppose the light on a photoconducting film is made ten times stronger. If every electron had a fixed lifetime, the photocurrent would rise tenfold. If free electrons recombined with an equal number of holes, it would rise by $\sqrt{10}\approx3.2$. The model film treated below gives 4.2, so either simple rule would misjudge its response and any light level inferred from its current.

The intermediate value comes from charge storage. Most of the added electrons sit in traps just below the conduction band. They carry no current, but their charge is balanced by empty recombination centres, and these shorten the lifetime of the free electrons. For an exponential distribution of traps with characteristic temperature $T_t$, the photocurrent varies with the generation rate $G$ as

$$I_{ph}\propto G^{\gamma},\qquad \gamma=\frac{T_t}{T+T_t}.$$

This holds for $T_t>T$ and in an intermediate range of light. The electrons that balance the empty centres are all the added tail electrons, not just the shallow ones.

## The model

Let $x>0$ be the depth of a state below the conduction-band edge. The tail traps have the density per unit energy

$$g(x)=\frac{N_t}{kT_t}\,e^{-x/kT_t},\qquad \int_0^\infty g\,dx=N_t .$$

Separate, deep recombination centres of density $N_r$ are full of electrons in the dark. Light creates electron–hole pairs uniformly at the rate $G$. A centre captures a hole and thereby becomes empty; a free electron later fills it, with capture coefficient $C$. Let $n$, $n_t$, $p$ and $p_r$ be the densities of free electrons, tail electrons, free holes and empty centres. The subscript 0 marks the dark state, in which $p=p_r=0$.

The free electrons are non-degenerate, $n\ll N_c$, where $N_c$ is the effective density of states of the conduction band. The mobility and the capture coefficients are constant, the contacts are ohmic, and thermal generation through the centres is neglected. Tail electrons must first return to the band before they can recombine at a centre.

## Occupation of the tail

A tail state is filled with probability $f$. It captures free electrons at the rate $c_t n(1-f)$ and emits them at the rate $e_t f$. In dark equilibrium the two rates balance, with

$$f_0=\frac{1}{1+e^{(x_{F0}-x)/kT}},\qquad n_0=N_c e^{-x_{F0}/kT},$$

where $x_{F0}$ is the depth of the Fermi level. Hence

$$e_t=c_t n_0\,\frac{1-f_0}{f_0}=c_t n_0\,e^{(x_{F0}-x)/kT}=c_t n_1,\qquad n_1=N_c e^{-x/kT}.$$

Light does not change the emission coefficient. If a tail electron rarely meets a free hole, the steady state under light is again $c_t n(1-f)=c_t n_1 f$, so that

$$f=\frac{1}{1+n_1/n}.$$

This is a Fermi function whose quasi-Fermi level lies at the depth $x_F=kT\ln(N_c/n)$. Hole capture would add a term $c_h p f$ on the right, so the condition is $c_h p\ll c_t(n+n_1)$.

## The trapped charge

Put $s=T/T_t$ and use $y=n_1/n=(N_c/n)e^{-x/kT}$ as the variable. Then

$$dx=-kT\,\frac{dy}{y},\qquad e^{-x/kT_t}=\left(e^{-x/kT}\right)^{s}=\left(\frac{n}{N_c}\right)^{s}y^{s}.$$

The band edge $x=0$ becomes $y=N_c/n$, and $x\to\infty$ becomes $y=0$. The minus sign in $dx$ reverses the limits, which gives

$$n_t=\int_0^\infty g f\,dx=N_t\,s\left(\frac{n}{N_c}\right)^{s}\int_0^{N_c/n}\frac{y^{s-1}}{1+y}\,dy .$$

For $0<s<1$ the integral converges at both ends when its upper limit goes to infinity. Call the result $J$. To find it, integrate $z^{s-1}/(1+z)$ around a contour that runs out above the positive real axis, around a large circle, back below the axis and around a small circle at the origin. Both circles contribute nothing in the limit. Below the axis the integrand carries the extra phase $e^{2\pi is}$, and the residue at $z=e^{i\pi}$ is $e^{i\pi(s-1)}=-e^{i\pi s}$. Therefore

$$\left(1-e^{2\pi is}\right)J=-2\pi i\,e^{i\pi s}.$$

Division by $-e^{i\pi s}$ gives $(e^{i\pi s}-e^{-i\pi s})J=2\pi i$, or $J=\pi/\sin\pi s$. With $A=\pi s/\sin\pi s$,

$$n_t\simeq A N_t\left(\frac{n}{N_c}\right)^{s}.$$

The part wrongly added above $y=N_c/n$ is small. There $1+y\simeq y$, and

$$\int_{N_c/n}^{\infty}y^{s-2}dy=\frac{1}{1-s}\left(\frac{n}{N_c}\right)^{1-s}.$$

Multiplied by the prefactor, this subtracts $N_t s n/[(1-s)N_c]$ from $n_t$.

The quasi-Fermi level lies at $y=1$. States above it have $y>1$ and hold the fraction $J^{-1}\int_1^\infty y^{s-1}(1+y)^{-1}dy$ of the trapped charge, apart from the edge correction. The substitution $y\to1/y$ turns this integral into $\int_0^1 y^{-s}(1+y)^{-1}dy$. At $s=1/2$ it equals the integral from 0 to 1 of the original integrand, so the two shares are equal. The shallow electrons alone are therefore not the whole balancing charge. Their share does not depend on $n$ in this approximation, which is why counting them alone would still give the right exponent, though a wrong prefactor.

## Charge balance and recombination

Let $R_t$ be the net rate of capture into the tail and $R_h$ the rate of hole capture by the centres. Then

$$\dot n=G-R_t-Cnp_r,\quad \dot n_t=R_t,\quad \dot p=G-R_h,\quad \dot p_r=R_h-Cnp_r .$$

Adding the first two equations and subtracting the last two gives $d(n+n_t-p-p_r)/dt=0$. Since $p=p_r=0$ in the dark, and since free holes remain few when the centres capture them quickly,

$$p_r=(n-n_0)+(n_t-n_{t0}).$$

In the steady state the first two equations give $G=Cnp_r$. When the tail holds nearly all the added charge, $p_r\simeq n_t$ and

$$G=C\,n\,A N_t\left(\frac{n}{N_c}\right)^{s}.$$

Dividing both sides by $CAN_tN_c$ leaves $(n/N_c)^{1+s}$ on the right. The solution is

$$\frac{n}{N_c}=\left[\frac{G}{C A N_t N_c}\right]^{\gamma},\qquad \gamma=\frac{1}{1+s}=\frac{T_t}{T+T_t}.$$

At constant mobility the photocurrent is proportional to $n-n_0\simeq n$, which proves the law. The lifetime of a free electron, $1/(Cp_r)$, falls as $n^{-s}$. A broad tail, $T_t\gg T$, stores a charge that varies only slowly with $n$, and the exponent approaches 1, provided the trapped charge already present in the dark remains negligible. As $T_t$ falls towards $T$ the exponent of this law approaches 1/2, but close to $T$ the band-edge correction is no longer small. It raises the slope above the law where the tail holds nearly all the charge, free electrons pull the slope down again, and at $T_t=T$ it stays slightly above 1/2.

## Where the exponent changes

Differentiating the full balance shows how the law bends. From $\ln G=\ln C+\ln n+\ln p_r$ and $dn_t/dn\simeq s n_t/n$,

$$\frac{d\ln G}{d\ln n}=1+\frac{n+s n_t}{p_r}.$$

The photocurrent follows $n-n_0$, and $d\ln(n-n_0)/d\ln n=n/(n-n_0)$. Its local exponent is therefore

$$\gamma_{loc}=\frac{n/(n-n_0)}{1+(n+s n_t)/p_r}.$$

Free electrons lower it because they enter the numerator $n+sn_t$ with weight 1 instead of $s$. Once $n\gg n_0$, the dark trapped charge lowers it too, by making $p_r$ smaller than $n_t$. The clean law thus requires

$$\frac{n}{n_t}=\frac{N_c}{A N_t}\left(\frac{n}{N_c}\right)^{1-s}\ll1,\qquad \frac{n_{t0}}{n_t}=\left(\frac{n_0}{n}\right)^{s}\ll1 .$$

The first condition limits the light from above and the second from below.

**Weak light.** For $\Delta n=n-n_0\ll n_0$, the added trapped charge is $s n_{t0}\Delta n/n_0$. Then $G=Cn_0\Delta n(1+sn_{t0}/n_0)$, or

$$\Delta n=\frac{G}{C(n_0+s n_{t0})}.$$

The response is linear.

**A tail narrower than $kT$.** For $s>1$ the integral over $y$ is dominated by its upper end, where $f\simeq n/n_1$. Then

$$n_t\simeq\frac{N_t n}{kT_tN_c}\int_0^\infty e^{-x(1/kT_t-1/kT)}dx=\frac{s}{s-1}\,\frac{N_t}{N_c}\,n .$$

Now $p_r\propto n$ well above the dark level, so $G\propto n^2$ and the exponent is 1/2 once $T_t$ is clearly below $T$. Close to $T_t=T$ the neglected part of the integral keeps it slightly higher. The expression $T_t/(T+T_t)$, continued into this range, would give less than 1/2.

**Centres already empty in the dark.** If their density far exceeds the charge added by light, $p_r$ is fixed and $n=G/(Cp_r)$. The exponent is 1 even though the tail is present.

The weak-light formula was checked against the full charge balance. The clean law and the other two cases were tested by integrating the rate equations with 120 discrete tail levels and free holes, from the dark to the steady state, without imposing quasi-equilibrium or the charge balance. The slopes were taken between $G=10^{16}$ and $10^{17}\ \mathrm{cm^{-3}s^{-1}}$, with $N_c$, $C$ and $T=300$ K as in the example below.

- With $N_t=5\times10^{18}$ and $n_0=10^6\ \mathrm{cm^{-3}}$, where the tail holds nearly all the charge, the slopes are 0.635 for $kT_t=45$ meV and 0.698 for 60 meV. The law gives 0.635 and 0.699.
- With $kT_t=13$ meV and $N_t=5\times10^{19}\ \mathrm{cm^{-3}}$ the slope is 0.500, where $T_t/(T+T_t)$ would be 0.335.
- With the tail removed it is 0.500.
- With the tail of the example, but $n_0=10^6\ \mathrm{cm^{-3}}$ and $10^{18}\ \mathrm{cm^{-3}}$ of centres empty at the start, it is 1.000.

## Example: a thin amorphous oxide film

Take a 50 nm film of amorphous indium gallium zinc oxide at 300 K, with round parameters chosen for illustration: $kT_t=45$ meV, $N_t=5\times10^{17}\ \mathrm{cm^{-3}}$, effective mass $0.34\,m_e$ and mobility $10\ \mathrm{cm^2/Vs}$. The mass gives $N_c=4.97\times10^{18}\ \mathrm{cm^{-3}}$. The values $C=10^{-13}\ \mathrm{cm^3/s}$, $n_0=10^{10}\ \mathrm{cm^{-3}}$ and $N_r=10^{20}\ \mathrm{cm^{-3}}$ are model choices.

The exponent follows from $s=25.85/45=0.574$, so $\gamma=0.635$, and $A=1.855$. For $G=10^{16}\ \mathrm{cm^{-3}s^{-1}}$,

$$\frac{n}{N_c}=\left[\frac{10^{16}}{10^{-13}\times1.855\times5\times10^{17}\times4.97\times10^{18}}\right]^{0.635}=1.36\times10^{-5},$$

which gives $n=6.75\times10^{13}\ \mathrm{cm^{-3}}$. The full balance gives $6.61\times10^{13}$, about 2% less, and the rate equations agree with it. The tail then holds $n_t=1.46\times10^{15}\ \mathrm{cm^{-3}}$, some 22 times the free density, and 58% of this charge lies above the quasi-Fermi level, which is 0.290 eV below the band edge.

With a width-to-length ratio of 10 and 1 V applied along the length of the film, the photocurrent is

$$I_{ph}=e\mu(n-n_0)\,d\,\frac{W}{L}\,V=1.60\times10^{-19}\times10\times6.61\times10^{13}\times5\times10^{-6}\times10\times1\ \mathrm{A}=5.3\ \mathrm{nA}.$$

For 3.4 eV photons and an assumed absorption coefficient $\alpha=10^4\ \mathrm{cm^{-1}}$, the intensity inside the film is $Gh\nu/\alpha=0.54\ \mathrm{\mu W/cm^2}$. Tenfold light multiplies the current by 4.22; the pure law gives 4.32.

An empty centre lives for $p_r/G=1/(Cn)=151$ ms, and a free electron for $n/G=6.6$ ms. The film settles after a small change of light on yet another time scale. If trapping is fast and $p_r\simeq n_t$, then $n\propto p_r^{1/s}$. Linearising $\dot p_r=G-Cnp_r$ gives the decay rate $Cn(1+1/s)$, hence a settling time of $151\,s/(1+s)\approx55$ ms.

From $G=10^{14}$ to $10^{18}\ \mathrm{cm^{-3}s^{-1}}$ the local exponent stays between 0.615 and 0.629, slightly below 0.635. A straight line on a logarithmic plot would therefore give a slightly low $T_t$ if $\gamma$ were inverted without correction. At the upper end $n/n_t$ has grown to 0.16, and the free electrons are the main cause of the shortfall.

## What the example leaves out

At $G=10^{16}\ \mathrm{cm^{-3}s^{-1}}$ the terms dropped from the pure law are small compared with $n_t$: free electrons 4.5%, dark trapped charge 0.6% and the band-edge correction 0.6%. Degeneracy is negligible, with $n/N_c\sim10^{-5}$. The light weakens by 5% across the film. With the assumed hole capture coefficients of $10^{-10}\ \mathrm{cm^3/s}$ at a centre and $10^{-9}\ \mathrm{cm^3/s}$ at a tail electron, about $10^{-4}$ of the holes meet tail electrons first.

Charge at the film surfaces is also left out. Over the film thickness $d$ the empty centres amount to only $p_rd=7.6\times10^{9}\ \mathrm{cm^{-2}}$. A fixed surface charge would change the dark density $n_0$, and a surface charge that changed under light by a similar amount would upset the balance $p_r\simeq n_t$. The example therefore describes a film whose surfaces are neutral.

A trapped electron might also tunnel directly into a nearby empty centre. A free-electron density $n$ fills a centre at the rate $Cn$. If the same coefficient applies to the local density of a trapped electron with decay length $a$, its rate at distance $r$ is $Ce^{-2r/a}/(\pi a^3)$. Weighted by the occupation $f$, this beats free capture for

$$r<\frac a2\ln\frac{f}{\pi a^3 n}.$$

For $a=1$ nm and randomly placed traps there are on average 0.07 such tail sites per empty centre. This is a rough size, since electrical attraction and correlated positions are ignored. It suggests that direct recombination is a correction here, but not one to dismiss at higher trap densities.

At 400 K, with $C$, $N_t$, $kT_t$ and the dark free-electron density $n_0$ held fixed, the law gives 0.566 and the full balance 0.551. The gap is wider than at 300 K because the tail holds less charge per free electron.

Real films of this oxide can depart much further from the model. After illumination they may keep a large part of their photocurrent for minutes to hours. In the example, the photocurrent falls to about 15% within 0.5 s of switching off the light and to about 0.2% within a minute, although that remainder is still some ten times the dark current. The 55 ms found above applies only to a small change of light. At the present $G$, a centre lifetime of one hour would imply $p_r=G\times3600\ \mathrm{s}=3.6\times10^{19}\ \mathrm{cm^{-3}}$, some 70 times the whole tail density $N_t$. The tail could not balance this charge. Nearly all of it would be free electrons, with $n\approx7N_c$, which breaks both $p_r\simeq n_t$ and $n\ll N_c$. The constant-coefficient model should not be stretched to that regime. The tail may also be narrower than $kT$, which moves the exponent to 1/2 within this model. Finally, the mobility may rise as the tail fills. If $\mu\propto n^m$, the current varies as $n^{1+m}$ and the exponent becomes $(1+m)\gamma$. The simple law therefore turns a measured exponent into $T_t$ only if the mobility is known to be constant, the centres are full in the dark, and the tail is known to hold most of the added charge. The numerical output below lists the values for each light level.

## Table of computed values

```
kT at 300 K: 25.85 meV; tail width kTt: 45.0 meV
Tt: 522.2 K; s = T/Tt: 0.5745; gamma: 0.6351
effective mass: 0.34 m_e; Nc: 4.975e+18 cm^-3
tail density Nt: 5.0e+17 cm^-3; Nt/kTt: 1.111e+19 cm^-3 eV^-1
dark free electrons: 1.0e+10 cm^-3; dark trapped: 9.357e+12 cm^-3
C: 1.0e-13, tail capture: 1.0e-09 cm^3/s
hole capture, centre: 1.0e-10, tail: 1.0e-09 cm^3/s
density of centres: 1.0e+20 cm^-3
factor pi s/sin(pi s): 1.8554
G (cm^-3 s^-1), n full balance, n closed law, n_t (cm^-3), local exponent:
  1e+14  3.673e+12  3.621e+12  2.780e+14  0.6270
  1e+15  1.557e+13  1.563e+13  6.362e+14  0.6286
  1e+16  6.610e+13  6.746e+13  1.456e+15  0.6274
  1e+17  2.791e+14  2.912e+14  3.313e+15  0.6232
  1e+18  1.162e+15  1.257e+15  7.449e+15  0.6155
rate equations: G, n, p, p_r, n_t (cm^-3):
  1e+15  1.557e+13  9.999e+04  6.424e+14  6.362e+14
  1e+16  6.609e+13  9.999e+05  1.513e+15  1.456e+15
  1e+17  2.790e+14  9.997e+06  3.583e+15  3.313e+15
trap-dominated slope, kTt 45 meV: 0.6351; law 0.6351
trap-dominated slope, kTt 60 meV: 0.6981; law 0.6989
slope for kTt 13 meV: 0.5000; Tt/(T+Tt) would be 0.3346
slope without tail: 0.5000
slope with 1e18 cm^-3 centres empty in dark: 1.0000
weak-light G/(n-n0): 5.3891e-01 s^-1; formula 5.3854e-01 s^-1
G where linear and power laws cross: 2.058e+09 cm^-3 s^-1
Example at G = 1e+16 cm^-3 s^-1:
photon energy: 3.4 eV; absorption: 1e+04 cm^-1
light intensity: 0.545 uW/cm^2
quasi-Fermi depth: 0.2903 eV; dark: 0.5177 eV
empty centres p_r: 1.513e+15 cm^-3
share of trapped electrons above quasi-Fermi level: 0.5840
film 50 nm, W/L 10, 1 V, mobility 10 cm^2/Vs
photocurrent: 5.294 nA; tenfold light multiplies it by 4.223 (law 4.316)
free-electron lifetime n/G: 6.610 ms; stored charge time p_r/G: 151.3 ms
neglected: free/trapped n/n_t: 0.0454; dark/light trapped: 0.0064
neglected: band-edge term/n_t: 0.0062; n/Nc: 1.33e-05
neglected: emptied share of centres: 1.51e-05
neglected: share of holes taken by tail electrons: 1.46e-04
neglected: absorption drop through film: 0.0488
neglected: near tail sites per empty centre (a = 1 nm): 0.0696
at 400 K: law 0.5663; full balance 0.5506
```
